# The sphere-sphere Coulomb matrix of the mixed product basis, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Reduction to radial integrals and multipole moments

### 1. What goes wrong without the result

Exact exchange and $GW$ calculations with LAPW wave functions need the Coulomb interaction between products of two Bloch functions. Inside an atomic sphere such a product is a sum of radial functions times spherical harmonics, and the mixed product basis keeps this form. Its sphere functions are sharply structured near the nucleus and need not vanish at the sphere boundary, where they are cut off. The Coulomb matrix between two of them is a six-dimensional integral with a singular kernel, summed over a lattice, and each of the two direct ways of evaluating it has a weak point: one converges slowly for functions with a step, and the other does not converge absolutely for the lowest multipoles.

The first way is a plane-wave sum. A function with a step at the sphere has Fourier components that decay slowly, and section 3 shows that the error of the sum then falls as the inverse cube of the cutoff, which is the inverse first power of the number of plane waves. With a cutoff of $22$ bohr$^{-1}$ an absolute error of $6\times10^{-4}$ Ha bohr$^3$ remains in a test cell with the model functions $M \propto r^L$. These have a step but no structure near the nucleus; for real product functions the inverse-cube law sets in only once the cutoff also resolves that structure. The second way is to add up the interactions of spheres in real space out to a radius $R$. For the monopole part this does not converge at all: in the example of section 14 the truncated lattice sum wanders between $-0.21$ and $+0.20$ bohr$^{-1}$ as $R$ goes from 40 to 60 bohr, while the value needed is $-0.018$ bohr$^{-1}$. The cure is to separate what depends on the radial functions from what depends on the lattice.

### 2. Conventions and basis

Hartree atomic units are used, with $e^2 = 1$ Ha bohr. The $Y_{lm}$ are complex and carry the Condon-Shortley phase,
$$Y_{lm} = (-1)^m \sqrt{\tfrac{2l+1}{4\pi}\tfrac{(l-m)!}{(l+m)!}}\, \sin^m\!\theta\, P_l^{(m)}(\cos\theta)\, e^{im\phi}\quad (m \ge 0),$$
with $P_l^{(m)}$ the $m$-th derivative of the Legendre polynomial and $Y_{l,-m} = (-1)^m Y_{lm}^*$. The solid harmonic $\mathcal Y_{lm}(\mathbf r) = r^l Y_{lm}(\hat{\mathbf r})$ is a homogeneous polynomial of degree $l$ in $x, y, z$ with zero Laplacian, and $\mathcal Y^*_{lm}$ is the polynomial with conjugated coefficients. The double factorial has $(-1)!! = 1$.

The crystal has lattice vectors $\mathbf T$, reciprocal vectors $\mathbf G$, cell volume $\Omega$ and $N$ cells. Atom $a$ sits at $\mathbf R_a$ in a sphere of radius $s_a$. With $I = (aLMP)$ the local function is $m_I(\boldsymbol\rho) = M_{aLP}(\rho)\, Y_{LM}(\hat{\boldsymbol\rho})$, where $M_{aLP}$ is real, bounded and zero for $\rho > s_a$, and $P$ counts radial functions. Neither orthogonality nor continuity at $s_a$ is assumed. The basis function and the matrix are
$$M_I^{\mathbf k}(\mathbf r) = \frac{1}{\sqrt N} \sum_{\mathbf T} e^{i\mathbf k\cdot(\mathbf T + \mathbf R_a)}\, m_I(\mathbf r - \mathbf T - \mathbf R_a),$$
$$v_{IJ}(\mathbf k) = \iint \frac{M_I^{\mathbf k *}(\mathbf r)\, M_J^{\mathbf k}(\mathbf r')}{|\mathbf r - \mathbf r'|}\, d^3r\, d^3r', \qquad J = (a'L'M'P').$$
For $\int M^2 r^2 dr = 1$ the function $M$ has the unit bohr$^{-3/2}$, and $v$ has the unit Ha bohr$^3$.

### 3. One lattice sum, and the plane-wave form

Insert the two Bloch sums and set $\mathbf r = \mathbf T_1 + \mathbf R_a + \boldsymbol\rho$, $\mathbf r' = \mathbf T_2 + \mathbf R_{a'} + \boldsymbol\rho'$. The phase and the distance depend on $\mathbf T_1$ and $\mathbf T_2$ through $\mathbf T = \mathbf T_2 - \mathbf T_1$ alone, so the remaining sum gives $N$ equal terms and cancels $1/N$. With $\boldsymbol\tau = \mathbf R_{a'} - \mathbf R_a$ and $\mathbf D = \mathbf T + \boldsymbol\tau$, the vector from the centre of the left function to the centre of the right one,
$$v_{IJ} = \sum_{\mathbf D} e^{i\mathbf k\cdot\mathbf D}\, W_{IJ}(\mathbf D), \qquad W_{IJ}(\mathbf D) = \iint \frac{m_I^*(\boldsymbol\rho)\, m_J(\boldsymbol\rho')}{|\boldsymbol\rho - \boldsymbol\rho' - \mathbf D|}\, d^3\rho\, d^3\rho'. \tag{1}$$
Treating all $\mathbf T_1$ as equivalent ignores the surface of the crystal, which needs care for a long-range force. Section 10 fixes the sense in which (1) is summed.

Write $1/|\mathbf x| = \int \frac{d^3q}{(2\pi)^3} \frac{4\pi}{q^2} e^{i\mathbf q\cdot\mathbf x}$ with $\mathbf x = \boldsymbol\rho - \boldsymbol\rho' - \mathbf D$, and define $\hat m(\mathbf q) = \int e^{-i\mathbf q\cdot\boldsymbol\rho} m(\boldsymbol\rho)\, d^3\rho$. The $\boldsymbol\rho$ integral gives $\hat m_I^*$ and the $\boldsymbol\rho'$ integral gives $\hat m_J$:
$$W_{IJ}(\mathbf D) = \int \frac{d^3q}{(2\pi)^3}\, \frac{4\pi}{q^2}\, \hat m_I^*(\mathbf q)\, \hat m_J(\mathbf q)\, e^{-i\mathbf q\cdot\mathbf D}. \tag{2}$$
The Rayleigh expansion $e^{-i\mathbf q\cdot\boldsymbol\rho} = 4\pi \sum_{lm} (-i)^l j_l(q\rho)\, Y_{lm}(\hat{\mathbf q})\, Y^*_{lm}(\hat{\boldsymbol\rho})$ and orthonormality give
$$\hat m_I(\mathbf q) = 4\pi (-i)^L\, Y_{LM}(\hat{\mathbf q})\, F_I(q), \qquad F_I(q) = \int_0^{s_a} M_{aLP}(r)\, j_L(qr)\, r^2 dr.$$
The lattice identity $\sum_{\mathbf T} e^{i(\mathbf k - \mathbf q)\cdot\mathbf T} = \frac{(2\pi)^3}{\Omega} \sum_{\mathbf G} \delta(\mathbf q - \mathbf k - \mathbf G)$ sets $\mathbf q = \mathbf k + \mathbf G$, where the leftover phase $e^{i(\mathbf k - \mathbf q)\cdot\boldsymbol\tau}$ equals $e^{-i\mathbf G\cdot\boldsymbol\tau}$:
$$v_{IJ}(\mathbf k) = \frac{1}{\Omega} \sum_{\mathbf G} \frac{4\pi}{q^2}\, e^{-i\mathbf G\cdot\boldsymbol\tau}\, \hat m_I^*(\mathbf q)\, \hat m_J(\mathbf q), \qquad \mathbf q = \mathbf k + \mathbf G. \tag{3}$$
This form requires $\mathbf k \ne -\mathbf G$ for every $\mathbf G$. It serves below as the reference that uses no multipole expansion.

Its convergence follows from a simple case. Take $M = \mathcal N r^L$, normalised by $\mathcal N^2 = (2L+3)/s^{2L+3}$. Since $\frac{d}{dx}[x^{L+2} j_{L+1}] = x^{L+2} j_L$, one has $F = \mathcal N s^{L+2} j_{L+1}(qs)/q$. For $qs \gg L$ the mean of $j_{L+1}^2$ over an oscillation is $1/(2q^2s^2)$. Replace the sum beyond a cutoff $q_c$ by $\Omega\int d^3q/(2\pi)^3$. The angular integral of $|Y_{LM}|^2$ is one and the prefactor is $4\pi(4\pi)^2/(2\pi)^3 = 8$, so the part of a diagonal element that is missed is, to leading order in $1/q_c$,
$$8 \int_{q_c}^\infty F^2 dq \approx 8\,(2L+3)\, s \int_{q_c}^\infty \frac{dq}{2 s^2 q^4} = \frac{4(2L+3)}{3 s\, q_c^3}.$$
For $L = 3$, $s = 1.8$ bohr and $q_c = 22$ bohr$^{-1}$ this is $12/(1.8 \times 22^3) \approx 6\times10^{-4}$ Ha bohr$^3$, the size of the largest error found numerically, $6.1\times10^{-4}$ Ha bohr$^3$.

### 4. The Laplace expansion and the on-site term

The kernel obeys $\nabla^2 |\mathbf r - \mathbf r'|^{-1} = -4\pi\delta(\mathbf r - \mathbf r')$. By completeness of the harmonics, $\delta(\mathbf r - \mathbf r') = r^{-2}\delta(r - r') \sum_{lm} Y_{lm}(\hat{\mathbf r}) Y^*_{lm}(\hat{\mathbf r}')$. Expanding the kernel in the same way with radial coefficients $g_l(r, r')$ gives
$$\frac{1}{r^2} \partial_r (r^2 \partial_r g_l) - \frac{l(l+1)}{r^2} g_l = -\frac{4\pi}{r^2} \delta(r - r').$$
The continuous solution that is regular at zero and decays at infinity is $g_l = A\, r_<^l/r_>^{l+1}$. Integrating the equation across $r'$ requires the slope to jump by $-4\pi/r'^2$. The slope is $-(l+1)A/r'^2$ outside and $lA/r'^2$ inside, so the jump is $-(2l+1)A/r'^2$ and $A = 4\pi/(2l+1)$:
$$\frac{1}{|\mathbf r - \mathbf r'|} = \sum_{lm} \frac{4\pi}{2l+1} \frac{r_<^l}{r_>^{l+1}}\, Y_{lm}(\hat{\mathbf r})\, Y^*_{lm}(\hat{\mathbf r}'). \tag{4}$$

The term $\mathbf D = 0$ in (1) exists for $a = a'$ and $\mathbf T = 0$. Both functions then share a centre. The integral of $Y^*_{LM} Y_{lm}$ over $\hat{\boldsymbol\rho}$ and that of $Y^*_{lm} Y_{L'M'}$ over $\hat{\boldsymbol\rho}'$ force $lm = LM = L'M'$, so $W_{IJ}(0) = \delta_{LL'}\delta_{MM'} K_{aLPP'}$ with
$$K_{aLPP'} = \frac{4\pi}{2L+1} \int_0^{s_a}\!\!\int_0^{s_a} M_{aLP}(r)\, \frac{r_<^L}{r_>^{L+1}}\, M_{aLP'}(r')\, r^2 r'^2\, dr\, dr'. \tag{5}$$
It depends on neither the azimuthal index $M$ nor $\mathbf k$. The singularity of the kernel has become a kink at $r = r'$, which is handled by splitting the inner integral there. Equation (2) at $\mathbf D = 0$ gives the same number as $K = 8\int_0^\infty F_P F_{P'}\, dq$, and the two forms were tested against each other for $L \le 3$.

### 5. The field of a distant sphere

Now let $\mathbf D \ne 0$ and assume that spheres do not overlap, $D \ge s_a + s_{a'}$. Let $\mathbf x = \boldsymbol\rho - \mathbf D$ be the position measured from the centre of the right function. For $\rho \le s_a$ the triangle inequality gives $x \ge D - s_a \ge s_{a'} \ge \rho'$, so in (4) $r_> = x$ and $r_< = \rho'$ throughout. The $\boldsymbol\rho'$ integral selects $lm = L'M'$ and yields the potential
$$V(\boldsymbol\rho) = \frac{4\pi Q_J}{2L'+1}\, \frac{Y_{L'M'}(\hat{\mathbf x})}{x^{L'+1}}, \qquad Q_{aLP} = \int_0^{s_a} M_{aLP}(r)\, r^{L+2}\, dr. \tag{6}$$
Outside its sphere the function acts as a point multipole of strength $Q$. It remains to evaluate $W = \int m_I^* V\, d^3\rho$, for which the component of $V$ along $Y_{LM}$ about the other centre is needed. Three short lemmas supply it.

### 6. Three lemmas

**Harmonic Taylor theorem.** The sum $\sum_m Y_{lm}(\hat{\mathbf a}) Y^*_{lm}(\hat{\mathbf b})$ is unchanged by a common rotation, which mixes the $Y_{lm}$ unitarily, so it depends on the angle $\gamma$ alone. As a harmonic of degree $l$ in $\hat{\mathbf a}$ that is symmetric about $\hat{\mathbf b}$ it equals $C P_l(\cos\gamma)$. Setting $\hat{\mathbf a} = \hat{\mathbf b}$ and integrating gives $2l+1 = 4\pi C$. Next expand $u^n = \sum_l a_{nl} P_l(u)$ with $l = n, n-2, \dots$. By the Rodrigues formula the leading coefficient of $P_n$ is $(2n)!/(2^n n!^2) = (2n-1)!!/n!$, hence $a_{nn} = n!/(2n-1)!!$. With $u = \cos\gamma$,
$$(\boldsymbol\rho\cdot\boldsymbol\kappa)^n = \sum_l a_{nl} \frac{4\pi}{2l+1}\, (\rho^2\kappa^2)^{(n-l)/2} \sum_m \mathcal Y_{lm}(\boldsymbol\rho)\, \mathcal Y^*_{lm}(\boldsymbol\kappa).$$
Both sides are polynomials in the components of $\boldsymbol\kappa$, so $\boldsymbol\kappa$ may be replaced by $\nabla$. Acting on a harmonic function $f$, each term with $l < n$ contains $\nabla^2$ and vanishes. In the Taylor series $f(\boldsymbol\rho) = \sum_n (\boldsymbol\rho\cdot\nabla)^n f(0)/n!$ the coefficient left at order $n$ is $a_{nn} 4\pi/[(2n+1)\, n!] = 4\pi/(2n+1)!!$:
$$f(\boldsymbol\rho) = \sum_{lm} \frac{4\pi}{(2l+1)!!}\, \mathcal Y_{lm}(\boldsymbol\rho)\, \big[\mathcal Y^*_{lm}(\nabla) f\big](0). \tag{7}$$
The potential (6) is a polynomial divided by a power of $|\boldsymbol\rho - \mathbf D|$. Along a ray $\boldsymbol\rho = t\hat{\boldsymbol\rho}$ its singularities lie at $t^2 - 2tD\cos\gamma + D^2 = 0$, that is at $t = D e^{\pm i\gamma}$, so the series converges for $\rho < D$, and uniformly for $\rho \le s_a < D$. It may be integrated term by term over the left sphere, even when the spheres touch.

**Hobson's formula.** Apply (7) to $f(\boldsymbol\rho) = 1/|\mathbf x - \boldsymbol\rho|$ at fixed $\mathbf x \neq 0$. Each derivative in $\boldsymbol\rho$ is minus the derivative in $\mathbf x$, which gives $(-1)^l$ at degree $l$. Equation (4) for $\rho < x$ gives the coefficient of $\mathcal Y_{lm}(\boldsymbol\rho)$ as $\frac{4\pi}{2l+1} Y^*_{lm}(\hat{\mathbf x})/x^{l+1}$. The $\mathcal Y_{lm}$ are linearly independent, and $(2l+1)!!/(2l+1) = (2l-1)!!$, so
$$\mathcal Y^*_{lm}(\nabla)\, \frac1x = (-1)^l (2l-1)!!\, \frac{Y^*_{lm}(\hat{\mathbf x})}{x^{l+1}}. \tag{8}$$
Complex conjugation gives the same relation without the stars.

**Product modulo $r^2$.** Operators acting on $1/x$ at $x \neq 0$ may be changed by any multiple of $\nabla^2$. Write $A \equiv B$ for polynomials that differ by a multiple of $r^2$. Let $\xi = x + iy$ and $\zeta = x - iy$ in terms of Cartesian components, so that $r^2 = \xi\zeta + z^2$ and $(-\xi)\zeta \equiv z^2$. For $m \ge 0$, $r^m \sin^m\!\theta\, e^{im\phi} = \xi^m$. The factor $r^{l-m} P_l^{(m)}(z/r)$ is a sum of terms $z^{l-m-2j} r^{2j}$, and only $j = 0$ survives modulo $r^2$. Its coefficient is that of $P_l$ differentiated $m$ times, $\frac{(2l-1)!!}{l!}\frac{l!}{(l-m)!}$. Multiplying by the normalisation,
$$\mathcal Y_{lm} \equiv n_{lm}\, e_{lm}, \qquad n_{lm} = \sqrt{\frac{2l+1}{4\pi}}\, \frac{(2l-1)!!}{\sqrt{(l+m)!\,(l-m)!}},$$
with $e_{lm} = (-\xi)^m z^{l-m}$. For negative index, $\mathcal Y_{l,-\mu} = (-1)^\mu \mathcal Y^*_{l\mu}$ turns $(-\xi)^\mu$ into $\zeta^\mu$, so $e_{l,-\mu} = \zeta^\mu z^{l-\mu}$ and $n_{l,-\mu} = n_{l\mu}$. These monomials obey $e_{l_1 m_1} e_{l_2 m_2} \equiv e_{l_1+l_2,\, m_1+m_2}$. For indices of equal sign this is plain multiplication. For opposite signs each pair $(-\xi)\zeta$ is replaced by $z^2$ until one kind of factor is used up, which leaves the net index and the total degree. Set from here on
$$l = L + L', \qquad m = M - M'.$$
Then $\mathcal Y^*_{LM} \mathcal Y_{L'M'} = (-1)^M \mathcal Y_{L,-M} \mathcal Y_{L'M'} \equiv (-1)^M n_{LM} n_{L'M'}\, e_{l,-m}$, and $e_{l,-m} \equiv \mathcal Y_{l,-m}/n_{lm} = (-1)^m \mathcal Y^*_{lm}/n_{lm}$. The sign is $(-1)^{M + M - M'} = (-1)^{M'}$:
$$\mathcal Y^*_{LM}\, \mathcal Y_{L'M'} \equiv (-1)^{M'}\, \frac{n_{LM}\, n_{L'M'}}{n_{lm}}\, \mathcal Y^*_{lm}. \tag{9}$$
The discarded part is $r^2$ times a polynomial of degree $l - 2$, which on the unit sphere contains harmonics of degree below $l$. The coefficient in (9) is therefore the Gaunt integral $\int Y^*_{LM} Y_{L'M'} Y_{lm}\, d\Omega$ at the highest allowed degree, and it was tested against angular quadrature for $L, L' \le 3$.

### 7. The pair interaction

By (7) and orthonormality, $W = \int m_I^* V\, d^3\rho = Q_I\, \frac{4\pi}{(2L+1)!!} [\mathcal Y^*_{LM}(\nabla) V](0)$, because the radial integral of $M \rho^L \rho^2$ is $Q_I$. By (8) without stars, $Y_{L'M'}(\hat{\mathbf x})/x^{L'+1} = \frac{(-1)^{L'}}{(2L'-1)!!} \mathcal Y_{L'M'}(\nabla) x^{-1}$, and gradients in $\boldsymbol\rho$ and in $\mathbf x = \boldsymbol\rho - \mathbf D$ are equal. With $(2L'+1)(2L'-1)!! = (2L'+1)!!$,
$$W = \frac{(4\pi)^2 (-1)^{L'} Q_I Q_J}{(2L+1)!!\,(2L'+1)!!}\, \Big[\mathcal Y^*_{LM}(\nabla)\, \mathcal Y_{L'M'}(\nabla)\, \frac1x\Big]_{\mathbf x = -\mathbf D}.$$
Use (9), then (8). The factor $(-1)^l$ of (8) cancels against the parity $Y^*_{lm}(-\hat{\mathbf D}) = (-1)^l Y^*_{lm}(\hat{\mathbf D})$, so the bracket is $(-1)^{M'} \frac{n_{LM} n_{L'M'}}{n_{lm}} (2l-1)!!\, Y^*_{lm}(\hat{\mathbf D})/D^{l+1}$. In the ratio of the $n$, the $(2l-1)!!$ cancels this one, one factor $(4\pi)^{-1/2}$ is left, and $\sqrt{2L+1}\,(2L-1)!!/(2L+1)!! = 1/\sqrt{2L+1}$, likewise for $L'$. Hence
$$W_{IJ}(\mathbf D) = c_{LM,L'M'}\, Q_I Q_J\, \frac{Y^*_{lm}(\hat{\mathbf D})}{D^{l+1}}, \tag{10}$$
$$c_{LM,L'M'} = (-1)^{L'+M'} (4\pi)^{3/2} \sqrt{\frac{(l+m)!\,(l-m)!}{(2L+1)(2L'+1)(2l+1)\,(L+M)!\,(L-M)!\,(L'+M')!\,(L'-M')!}}.$$
A single term appears, with no series left to truncate.

Two elementary cases fix the factors and the sign. For $L = L' = 0$, $c = (4\pi)^{3/2}$ and $W = 4\pi Q Q'/D$, the energy of two charges $\sqrt{4\pi}\,Q$ and $\sqrt{4\pi}\,Q'$. For $L = 0$, $L'M' = 10$, $c = -(4\pi)^{3/2}/3$ and $W = -4\pi Q Q' \cos\theta_D/(\sqrt3 D^2)$. The right function has the dipole $p_z = \int z\, m_J\, d^3\rho' = \sqrt{4\pi/3}\, Q'$, whose potential at the displacement $-\mathbf D$ is $-p_z\cos\theta_D/D^2$, and multiplying by the charge $\sqrt{4\pi}\,Q$ gives the same $W$. A direct six-dimensional quadrature of (1) for two separated spheres agrees with (10) for $L, L' \le 3$ to $1.1\times10^{-11}$, relative to the largest element of each $(L, L')$ block.

The assumption of section 5 is needed. For two $s$ functions $\propto (1 - r^2/s^2)^3$ with radii 2.1 and 1.8 bohr, the ratio of (2) to (10) is $1.000000000$ when the spheres touch at $D = 3.9$ bohr, and $0.987$ when they overlap at $D = 2.0$ bohr. There part of the left function lies inside the right sphere, where (6) does not hold.

### 8. The result

Adding (5) and the sum of (10) over $\mathbf D \ne 0$,
$$v_{IJ}(\mathbf k) = \delta_{aa'}\delta_{LL'}\delta_{MM'}\, K_{aLPP'} + c_{LM,L'M'}\, Q_{aLP}\, Q_{a'L'P'}\, S^{aa'}_{lm}(\mathbf k), \tag{11}$$
$$S^{aa'}_{lm}(\mathbf k) = \sum_{\mathbf D \ne 0} e^{i\mathbf k\cdot\mathbf D}\, \frac{Y^*_{lm}(\hat{\mathbf D})}{D^{l+1}}.$$
For $a = a'$ the vectors $\mathbf D$ are the nonzero lattice vectors $\mathbf T$. For $a \ne a'$ they run over the shifted lattice. If the basis is defined with the phase $e^{i\mathbf k\cdot\mathbf T}$ alone, $v_{IJ}$ and $S^{aa'}$ are both multiplied by $e^{-i\mathbf k\cdot\boldsymbol\tau}$ and nothing else changes.

## Part II. The structure constants, limits and an example

### 9. What is carried over

The functions $m_I = M_{aLP}(\rho) Y_{LM}$, $I = (aLMP)$, live in non-overlapping spheres of radius $s_a$ at $\mathbf R_a + \mathbf T$, in a crystal of cell volume $\Omega$. With $\boldsymbol\tau = \mathbf R_{a'} - \mathbf R_a$, $\mathbf D = \mathbf T + \boldsymbol\tau$, $l = L + L'$ and $m = M - M'$, the result (11) reads $v_{IJ} = \delta_{aa'}\delta_{LL'}\delta_{MM'} K + c\, Q_I Q_J\, S^{aa'}_{lm}$. Here $K$ is the on-site double integral (5), $Q = \int M r^{L+2} dr$, $c$ is the constant of (10), and $S^{aa'}_{lm}(\mathbf k) = \sum_{\mathbf D \ne 0} e^{i\mathbf k\cdot\mathbf D} Y^*_{lm}(\hat{\mathbf D})/D^{l+1}$. The plane-wave form (3), a sum over $\mathbf q = \mathbf k + \mathbf G$, is the independent reference, and (7) is the Taylor theorem for harmonic functions. $\mathcal Y_{lm} = r^l Y_{lm}$.

For non-overlapping spheres, the Coulomb matrix has been reduced to on-site radial integrals and products of multipole moments with structure constants $S^{aa'}_{lm}(\mathbf k)$ that depend only on the lattice and $\mathbf k$. It remains to say in what sense the lattice sum for $S$ exists when $l \le 2$, to put it in a rapidly convergent form, and to examine the symmetry of the matrix, its small-$\mathbf k$ limit and a worked example.
